# Helicity-flip collinear emission survives the limit of vanishing electron mass

Suppose a cross section for 10 GeV electrons must include the radiation of one hard photon, and the helicities matter. Before any integral is done there is a decision to take: may the amplitudes in which the electron reverses its helicity be dropped? They are proportional to the electron mass $m$, and $m^2/E^2$ is about $2.6\times10^{-9}$ at this energy. If the flip probability were of order $\alpha m^2/E^2$, dropping them would be safe, and the mass would be needed only in the emission that keeps the helicity.

The estimate is right for a photon at a fixed nonzero angle to both the incoming and the outgoing electron, and wrong for the integrated probability. One process, worked through to a number, shows this.

## The counter-example: scattering by a static potential

An electron of energy $E=10$ GeV and positive helicity scatters through 60° from a static, point-like vector potential. It emits one photon within $\delta=10$ mrad of its incoming direction and keeps the fraction $z=0.6$ of its energy. How large is the cross section per unit $z$ for it to leave with negative helicity, relative to the cross section for scattering without radiation at energy $zE$?

I use $\hbar=c=1$, $e^2=4\pi\alpha$ and the metric $(+,-,-,-)$. The momenta are $p$ (incoming electron), $p'$ (outgoing electron) and $k$ (photon). A static potential absorbs momentum but no energy, so the photon energy is $\omega=(1-z)E$. The angle between photon and incoming electron is $\theta$. The Fourier transform of the potential is a constant, which cancels in ratios and is set to one. The amplitude without radiation is then $M_0=\bar u(p')\gamma^0u(p)$. With one photon, up to an overall phase,

$$M=e\,\bar u(p')\left[\gamma^0\frac{\not p-\not k+m}{-2p\cdot k}\not\epsilon^*+\not\epsilon^*\frac{\not p'+\not k+m}{2p'\cdot k}\gamma^0\right]u(p).$$

The denominators follow from $(p-k)^2-m^2=-2p\cdot k$ and $(p'+k)^2-m^2=2p'\cdot k$.

**The small denominator.** For $m\ll E$ and $\theta\ll1$ we have $E-|\mathbf p|\simeq m^2/2E$ and $1-\cos\theta\simeq\theta^2/2$. Hence

$$2p\cdot k=2\omega(E-|\mathbf p|\cos\theta)\simeq(1-z)(E^2\theta^2+m^2).$$

In the forward direction this is of order $m^2$. The other denominator, $2p'\cdot k$, is of order $E^2$, because the outgoing electron is 60° away.

**Factorization.** Let $q$ be the on-shell momentum with $\mathbf q=\mathbf p-\mathbf k$ and energy $E_q=\sqrt{\mathbf q^2+m^2}\simeq zE$. The virtual electron has the same three-momentum but a slightly different energy, so

$$\not p-\not k+m=\sum_h u_h(q)\bar u_h(q)+\Delta\,\gamma^0,\qquad \Delta=zE-E_q.$$

Since $(zE)^2-E_q^2=-2p\cdot k$, we have $\Delta=-2p\cdot k/(zE+E_q)$. The $\Delta$ term therefore cancels the small denominator and has no collinear enhancement. What remains is

$$M\simeq-\frac{e}{2p\cdot k}\sum_h\big[\bar u(p')\gamma^0u_h(q)\big]V_h,\qquad V_h=\bar u_h(q)\not\epsilon^*u_+(p).$$

The vertex $\gamma^0$ conserves chirality exactly, and therefore helicity up to terms of order $m/E$. To leading order an outgoing electron of negative helicity must thus have had negative helicity before it met the potential, and the flip happened in $V_-$.

**The flip vertex.** In the chiral representation,

$$\gamma^0=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad \gamma^i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix},\qquad \gamma^0\gamma^i=\begin{pmatrix}-\sigma_i&0\\0&\sigma_i\end{pmatrix}.$$

A helicity spinor has one large and one small chiral part. At high energy,

$$u_+(p)\simeq\begin{pmatrix}\dfrac{m}{\sqrt{2E}}\,\chi_+\\ \sqrt{2E}\,\chi_+\end{pmatrix},\qquad u_-(q)\simeq\begin{pmatrix}\sqrt{2zE}\,\chi_-\\ \dfrac{m}{\sqrt{2zE}}\,\chi_-\end{pmatrix}.$$

With $\epsilon^0=0$ we have $\not\epsilon^*=-\boldsymbol\gamma\cdot\boldsymbol\epsilon^*$, so the upper parts enter $V$ with a plus sign and the lower parts with a minus sign:

$$V_-=\chi_-^\dagger\,\boldsymbol\sigma\cdot\boldsymbol\epsilon^*\chi_+\left[\sqrt{2zE}\,\frac{m}{\sqrt{2E}}-\frac{m}{\sqrt{2zE}}\sqrt{2E}\right]
=\chi_-^\dagger\,\boldsymbol\sigma\cdot\boldsymbol\epsilon^*\chi_+\;m\left(\sqrt z-\frac1{\sqrt z}\right).$$

The first term uses the small part of the initial spinor, the second the small part of the final one. They partly cancel, and cancel completely at $z=1$.

For a forward photon of positive helicity, $\boldsymbol\epsilon^*=(1,-i,0)/\sqrt2$. Then $\boldsymbol\sigma\cdot\boldsymbol\epsilon^*=(\sigma_x-i\sigma_y)/\sqrt2$, which lowers the spin with matrix element $\sqrt2$. For negative photon helicity the operator raises the spin and gives zero on $\chi_+$. Thus

$$|V_-|^2=\frac{2m^2(1-z)^2}{z},$$

with a photon of positive helicity. Angular momentum along the axis balances without orbital motion: $+\tfrac12=-\tfrac12+1$. A small angle $\theta$ changes this vertex by relative order $\theta^2$, since a first-order tilt of the spinors or of the polarization has to be combined with a second one to contribute.

**Phase space.** The flux factor is $1/(2|\mathbf p|)$, and the static potential supplies $2\pi\delta(E-E'-\omega)$. Using $|\mathbf p'|^2d|\mathbf p'|=|\mathbf p'|E'dE'$, the elastic cross section is

$$\frac{d\sigma_0}{d\Omega'}=\frac{1}{2|\mathbf p|}\,\frac{2\pi|\mathbf p'|}{2(2\pi)^3}|M_0|^2=\frac{|M_0|^2}{16\pi^2},$$

because $|\mathbf p'|=|\mathbf p|$. With a photon, the same steps leave the factor $|\mathbf p'|/|\mathbf p|\simeq z$ and add

$$\frac{d^3k}{(2\pi)^32\omega}=\frac{\omega\,d\omega\,d\Omega_k}{16\pi^3},\qquad d\omega\to E\,dz .$$

Divide by the elastic cross section at energy $zE$, the energy with which the electron reaches the potential. For this vector potential that cross section is the same for both helicities. The result is a probability density:

$$\frac{dP_{\rm flip}}{dz}=\int d\Omega_k\,\frac{(1-z)E^2}{16\pi^3}\;z\;\frac{e^2|V_-|^2}{(2p\cdot k)^2}.$$

Now insert the vertex and the denominator. The factor $z$ cancels the $1/z$ in $|V_-|^2$, and $(1-z)^2$ cancels between numerator and denominator. With $d\Omega_k=\pi\,d\theta^2$ and $s=E^2\theta^2$,

$$\frac{dP_{\rm flip}}{dz}=\frac{e^2}{8\pi^2}(1-z)\int_0^{E^2\delta^2}\frac{m^2\,ds}{(s+m^2)^2}
=\frac{\alpha}{2\pi}(1-z)\,\frac{L}{1+L},\qquad L=\frac{E^2\delta^2}{m^2}.$$

Over all $s$ the integral of $1/(s+m^2)^2$ is $1/m^2$, and it removes the $m^2$ of the numerator. In terms of scaling, the enhanced amplitude is of order $m/m^2=1/m$, its square is of order $1/m^2$, and the solid angle in which it is large is of order $m^2/E^2$.

**The number.** With $m/E=5.110\times10^{-5}$,

$$L=\left(\frac{0.01}{5.110\times10^{-5}}\right)^2\simeq3.83\times10^4,\qquad
\frac{\alpha}{2\pi}(1-z)=1.16141\times10^{-3}\times0.4=4.64564\times10^{-4}.$$

The finite cone removes a fraction $1/(1+L)\simeq2.6\times10^{-5}$ of this, leaving $4.6455\times10^{-4}$ per unit $z$. Numerical integration of the full amplitude, with both diagrams and massive spinors and no collinear approximation, gives $4.64552\times10^{-4}$. The expected suppression by $m^2/E^2$ is absent.

## Where the probability goes when the mass is lowered

Keep $E$, $z$ and the cone fixed, and divide the mass by 10 and by 100. The full amplitude then gives a flip density of $4.64564\times10^{-4}$ in both cases. It rises minutely from its first value because the fixed cone captures more of the tail.

At a fixed angle the behaviour is different. Before integration the density is

$$\frac{dP_{\rm flip}}{dz\,d\Omega_k}=\frac{\alpha}{2\pi}(1-z)\,\frac{1}{\pi}\,\frac{(m/E)^2}{\left[\theta^2+(m/E)^2\right]^2}.$$

At $\theta=5$ mrad and the physical mass this is

$$\frac{4.646\times10^{-4}\times2.611\times10^{-9}}{\pi\,(2.500\times10^{-5})^2}\simeq6.18\times10^{-4}\ \text{per unit }z\text{ per sr},$$

in agreement with the full amplitude averaged over the azimuth of the photon. At a fixed azimuth, emission without a flip followed by a mass-induced flip at the potential interferes with the leading term at relative order $\theta$. The recoil also tilts $\mathbf q$ and so changes the scattering angle in the leading term at the same order. With $\varphi$ measured from the plane of the outgoing electron, the relative modulation is $\tan30°\,[\,2/(z(1-z))-(1-z)/z\,]\,\theta\cos\varphi$, which is $(4.81-0.38)\,\theta\cos\varphi$ at $z=0.6$. Both parts cancel in the average. Dividing the mass by 10 lowers the averaged density to $6.18\times10^{-6}$, and by 100 to $6.18\times10^{-8}$. This is the $m^2$ law behind the original estimate, and it holds for $\theta\gg m/E$ as long as the photon also stays away from the direction of the outgoing electron.

The two facts fit together because the distribution narrows. The fraction of flips within an angle $\theta$ is $\theta^2/[\theta^2+(m/E)^2]$, so half of them lie within $\theta=m/E$. That angle is 0.0511 mrad for the physical mass and 0.000511 mrad when the mass is divided by 100. In the forward direction the density grows as $1/m^2$ while the solid angle shrinks as $m^2$.

The limits therefore do not commute. If $m=0$ is set first, chirality and helicity coincide, the flip amplitude vanishes at every nonzero angle, and its integral is zero. If the integral is done first, the limit is $(\alpha/2\pi)(1-z)$. As a function of angle, the flip density tends to a delta function in the forward direction, and a pointwise limit does not see it.

The narrowing also shows what an angular cut does. For an incoming electron and $\theta_{\min}$ much smaller than the cone opening $\delta$, a calculation that discards photons below $\theta_{\min}$ keeps the fraction $m^2/(E^2\theta_{\min}^2+m^2)$ of the flips. For $\theta_{\min}\gg m/E$ almost all of them are lost, however carefully the mass is retained above the cut. The missing region has to be added analytically or integrated with a grid that resolves $m/E$.

## The general statement

Consider a hard process with an external electron whose energy, when it takes part without radiation, is much larger than $m$. Assume the following.

- The hard amplitude conserves chirality up to corrections of order $m/E$ and varies smoothly over the photon cone.
- The cone is centred on the radiating electron, contains no other charged particle, and is integrated over its full azimuth.
- The opening $\delta$ is small, but large compared with $m/E$ for an incoming radiator, or with $m/(zE)$ for an outgoing one.
- The fraction $z$ is fixed strictly between 0 and 1, and one photon is emitted at tree level.

Then emission with reversed electron helicity multiplies the non-radiative cross section by

$$\boxed{\frac{dP_{\rm flip}}{dz}=\frac{\alpha}{2\pi}(1-z)}$$

up to terms that vanish with $m$ and corrections from the finite cone.

The non-radiative cross section must be the matching one. For an incoming electron it is taken at energy $zE$ and with the reversed helicity, since that is what enters the hard process. For an outgoing electron it is taken at the parent energy $E$ and with the parent's helicity, since the flip comes afterwards. In the static potential the choice of helicity has no effect, but the choice of energy does. The elastic cross section there is proportional to $E^2$, so dividing by its value at $E$ instead of $zE$ for the incoming electron would multiply the result by $z^2$. The choice of helicity matters for an interaction that acts on one chirality. An incoming electron of the inert helicity, whose non-radiative cross section vanishes with $m$, can then react at order $\alpha$ after a flip emission.

## Proof

**Incoming electron.** Nothing in the factorization used the form of the potential. Replace $\bar u(p')\gamma^0$ by a general hard amplitude with the spinor $u_h(q)$ removed. The pole term is again $-eV_hM_{0,h}/(2p\cdot k)$, with the same vertex and denominator. The photon phase space is unchanged. The remaining kinematic factor $z$ has a general origin: it is the ratio of the flux factor $1/(2E)$ of the actual electron to the factor $1/(2zE)$ in the non-radiative cross section at energy $zE$. In the static potential it appeared as $|\mathbf p'|/|\mathbf p|$. The integral is therefore the one already done.

The neglected terms have to be compared with a flip amplitude of order $m/(s+m^2)$.

- A flip without the small denominator has an amplitude proportional to $m$. Its square contributes order $m^2/E^2$. Its interference with the leading term contains $\int ds\,m^2/(s+m^2)$ divided by $E^2$, which is of order $(m^2/E^2)\ln L$.
- Emission without a flip, followed by a mass-induced flip in the hard process, has an amplitude of order $(m/E)\sqrt s/(s+m^2)$. Its square is again of order $(m^2/E^2)\ln L$.
- Interference between flip and non-flip emission cancels in the azimuthal integral if the hard amplitude is constant over the cone. The flip carries no orbital angular momentum along the axis, whereas non-flip emission carries one unit and so has a phase $e^{\pm i\varphi}$. The variation of the hard amplitude, of relative order $\theta=\sqrt s/E$, can compensate this phase. It leaves a remainder of order $(m^2/E^2)\ln L$.
- The square of the leading flip term is itself corrected by the variation of the hard amplitude and by the angular dependence of the vertex and denominator. The part of relative order $\theta$ cancels in the azimuthal integral. The part of relative order $\theta^2=s/E^2$ gives $\int ds\,m^2s/(s+m^2)^2$ divided by $E^2$, again of order $(m^2/E^2)\ln L$.

All of these vanish as $m\to0$ at fixed $\delta$.

**Outgoing electron.** Let $\theta$ now be the angle between the photon and the outgoing electron, whose energy is $zE$. Then

$$2p'\cdot k\simeq2\omega\left(\frac{m^2}{2zE}+\frac{zE\theta^2}{2}\right)=\frac{1-z}{z}\left(z^2E^2\theta^2+m^2\right).$$

The parent has energy $E$ and the daughter $zE$, as before, so $|V_-|^2=2m^2(1-z)^2/z$ again. The phase space of the daughter relative to that of the parent is $|\mathbf p'|^2d|\mathbf p'|/(2E')\propto E'dE'$, which supplies the factor $z$. The squared denominator supplies an additional $z^2$:

$$\frac{dP_{\rm flip}}{dz}=\frac{(1-z)E^2}{16\pi^3}\,z\,e^2\,\frac{2m^2(1-z)^2}{z}\int\frac{z^2\,\pi\,d\theta^2}{(1-z)^2(z^2E^2\theta^2+m^2)^2}.$$

With $s=z^2E^2\theta^2$ we have $z^2E^2d\theta^2=ds$, so the additional $z^2$ is absorbed and the previous integral returns. This completes the proof.

The scale of the angle does change: half of the flips now lie within $m/(zE)$, which is 0.0852 mrad at $z=0.6$. The cone factor contains $L'=z^2L$. At $z=0.3$ this is about $3.4\times10^3$, and the expected deficit of $2.9\times10^{-4}$ relative to the limiting formula is what the full amplitude shows: $8.12751\times10^{-4}$ against $8.12987\times10^{-4}$.

## Comparison with emission that keeps the helicity

Whether the flip term matters depends on what stands beside it. For an incoming electron and a photon at azimuth zero, recoil tilts $\mathbf q$ by $-(1-z)\theta/z$. To first order in the angles,

$$\chi_+(q)\simeq\begin{pmatrix}1\\-(1-z)\theta/2z\end{pmatrix},\qquad
\boldsymbol\epsilon^*_\pm\simeq\frac{(1,\mp i,-\theta)}{\sqrt2}.$$

The large spinor parts give $V_+=-2E\sqrt z\,\chi_+^\dagger(q)\,\boldsymbol\sigma\cdot\boldsymbol\epsilon^*\chi_+$. For positive photon helicity the matrix element is

$$-\frac{(1-z)\theta}{\sqrt2\,z}-\frac{\theta}{\sqrt2}=-\frac{\theta}{\sqrt2\,z},$$

and for negative photon helicity it is $-\theta/\sqrt2$. The vertices are thus $\sqrt2E\theta/\sqrt z$ and $\sqrt2E\theta\sqrt z$. Both vanish in the forward direction, where angular momentum forbids them and the flip survives. The sum of their squares is $2s(1+z^2)/z$. Compared with the flip calculation, $m^2(1-z)^2$ is replaced by $s(1+z^2)$:

$$\frac{dP_{\rm non}}{dz}=\frac{\alpha}{2\pi}\frac{1+z^2}{1-z}\int_0^{m^2L}\frac{s\,ds}{(s+m^2)^2}
=\frac{\alpha}{2\pi}\frac{1+z^2}{1-z}\left[\ln(1+L)-\frac{L}{1+L}\right].$$

The integral follows from writing $s=(s+m^2)-m^2$. For an outgoing electron the photon's angle to the parent is $z\theta$, and the same formula holds with $L'$ in place of $L$.

This part grows logarithmically as $m$ falls. At $z=0.6$ it is $3.77\times10^{-2}$ for the physical mass and $5.59\times10^{-2}$ for one tenth of it. The difference agrees with $(\alpha/2\pi)\times3.4\times2\ln10\simeq1.82\times10^{-2}$. The flip is 1.2% of the non-flip density at $z=0.6$ and 4.7% at $z=0.3$, both for the incoming electron and the physical mass. It carries no logarithm, so a leading-logarithm calculation may omit it. A calculation that claims the constant beside the logarithm may not.

When the hard process treats both helicities alike and no helicity is observed, the two densities add. For large $L$,

$$\frac{1+z^2}{1-z}(\ln L-1)+(1-z)=\frac{1+z^2}{1-z}\ln L-\frac{2z}{1-z},$$

because $(1-z)^2-(1+z^2)=-2z$. At $z=0.6$ the constant is $-3.0$ in units of $\alpha/2\pi$; without the flip it would be $-3.4$. The full amplitude gives $-2.999$ and $-3.399$. Even an unpolarized cross section therefore contains the flip term.

## Limits of validity

At the soft end, $z\to1$, the collinear flip density $(\alpha/2\pi)(1-z)$ vanishes linearly while the non-flip density diverges as $1/(1-z)$. The emission of a soft photon does not itself turn the spin, and this term needs no infrared cut. For an outgoing electron its integral over $z$ is

$$P_{\rm flip}=\frac{\alpha}{2\pi}\int_0^1(1-z)\,dz=\frac{\alpha}{4\pi}=5.807\times10^{-4}.$$

This is the limit $m\to0$ at fixed $z$. At finite mass the formula fails at both ends. Near $z=1$ the potential itself can flip the helicity: $|M_0|$ is $2E\cos30°$ without a flip and $2m\sin30°$ with one, a fraction $(m/E)^2\tan^230°\simeq8.7\times10^{-10}$. A soft photon multiplies this by the non-flip density, which for the 10 mrad cone adds about $1.7\times10^{-8}/(1-z)$ to $1-z$ in units of $\alpha/2\pi$. This term overtakes the collinear one below $1-z\simeq1.3\times10^{-4}$ and diverges logarithmically when integrated to $z=1$, but its coefficient vanishes with $m$. At the other end the formula fails for $z$ near $m/(E\delta)$ and below. The cone factor $L'/(1+L')$ with $L'=z^2L$ removes $\int_0^1(1-z)\,dz/(1+z^2L)\simeq\pi/(2\sqrt L)$ from the integral $\tfrac12$, which is a fraction $\pi m/(E\delta)$ of the total. For a 100 mrad cone this fraction is $1.6\times10^{-3}$, leaving about $5.80\times10^{-4}$, and it vanishes as $m\to0$. The program integrates the full amplitude over $z$ with five nodes, none below $z\simeq0.047$. Its result $5.80687\times10^{-4}$ therefore checks the formula away from this strip and does not include the deficit. For an incoming electron there is no such universal total, because each $z$ is weighted by the hard cross section at energy $zE$.

If the cone is narrower than the natural angle, $\delta\ll m/E$, then $L/(1+L)\simeq L$ and the flip probability in the cone is small, growing as $\delta^2$.

Finally, the limit $m\to0$ is taken in the coefficient of the first power of $\alpha$. As the mass falls, the non-flip probability grows without bound, and once $(\alpha/2\pi)\ln L$ is no longer small, multiple emission and virtual corrections must be included. At 10 GeV with this cone the product is about 0.012, and the first-order result is a sensible approximation for photons that are not soft. The numerical output lists the densities for both radiators at the physical mass, and for the incoming radiator at $z=0.6$ for the three masses.

## Table of computed values

```
fine-structure constant alpha = 0.00729735 (dimensionless)
alpha/(2 pi) = 1.161410e-03 (dimensionless)
electron energy E = 10.0 GeV
electron mass m = 5.109990e-04 GeV
m/E = 5.1100e-05 (dimensionless)
scattering angle = 60.0 degrees
photon cone half-opening = 10.0 mrad
Densities per unit z, from the full amplitude:
 incoming z=0.3: flip 8.12965e-04, formula 8.12987e-04, non-flip 1.72790e-02
 incoming z=0.6: flip 4.64552e-04, formula 4.64564e-04, non-flip 3.77246e-02
 incoming z=0.9: flip 1.16138e-04, formula 1.16141e-04, non-flip 2.00824e-01
 outgoing z=0.3: flip 8.12751e-04, formula 8.12987e-04, non-flip 1.29229e-02
 outgoing z=0.6: flip 4.64530e-04, formula 4.64564e-04, non-flip 3.36897e-02
 outgoing z=0.9: flip 1.16137e-04, formula 1.16141e-04, non-flip 1.96394e-01
Helicity-summed constant at z=0.6, incoming, units of alpha/(2 pi):
 with flip -2.999, without flip -3.399, formula -3.000
Mass lowered at fixed E and cone, z=0.6, incoming radiator:
 m/1: flip 4.64552e-04, non-flip 3.77246e-02 per unit z
   angle m/E = 5.1100e-02 mrad holds fraction 0.5000 of the flips
   flip density at 5 mrad = 6.1775e-04 per unit z per sr
 m/10: flip 4.64564e-04, non-flip 5.59092e-02 per unit z
   angle m/E = 5.1100e-03 mrad holds fraction 0.5000 of the flips
   flip density at 5 mrad = 6.1788e-06 per unit z per sr
 m/100: flip 4.64564e-04, non-flip 7.40941e-02 per unit z
   angle m/E = 5.1100e-04 mrad holds fraction 0.5000 of the flips
   flip density at 5 mrad = 6.1788e-08 per unit z per sr
Outgoing radiator, z=0.6: angle m/(zE) = 8.5166e-02 mrad holds fraction 0.5000
Mass zero from the start: flip density at 5 mrad = 0.0e+00 per unit z per sr
Total flip fraction, outgoing radiator, all z, cone 100 mrad:
 full amplitude 5.80687e-04, alpha/(4 pi) = 5.80705e-04 (dimensionless)
```
